# Density Scaling of Electron Swarms and Its Failure through Stepwise Ionization

**Q:** I am told that an electron swarm at 0.1 Torr and one at 1 Torr can be the same swarm. The collision frequencies differ tenfold. What could be the same?

**A:** The distribution of velocities, if the fields are changed too. Let the neutral density be $N$, uniform, with fixed composition and temperature. Electrons of charge $-e$ and mass $m$ meet only ground-state neutrals, in two-body collisions: elastic, exciting or ionizing. The fields are $\mathbf E(t)=\mathbf E_0\cos\omega t$ and a constant $\mathbf B$ at a fixed angle to it. Then

$$\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f-\frac em(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_v f=N\,C[f].$$

Every collision has one neutral partner, so each gain or loss term carries one factor $N$. What remains, $C$, contains cross sections and the normalized velocity distribution of the gas, but no density. It is linear in $f$. The electrons released by ionization are one of its gain terms.

**Q:** The factor $N$ is still there.

**A:** Measure time and length by the amount of gas met: $\tau=Nt$, $\boldsymbol\xi=N\mathbf r$. By the chain rule $\partial_t=N\partial_\tau$ and $\nabla=N\nabla_\xi$. Dividing the equation by $N$ gives

$$\frac{\partial f}{\partial\tau}+\mathbf v\cdot\nabla_\xi f-\frac em\left(\frac{\mathbf E}{N}+\mathbf v\times\frac{\mathbf B}{N}\right)\cdot\nabla_v f=C[f],\qquad \omega t=\frac{\omega}{N}\,\tau .$$

The density now enters through $E_0/N$, $B/N$ and $\omega/N$ alone. Two swarms that agree in these three numbers obey one equation. They have one solution if their initial data agree in the scaled variables and, where there are walls, if $NL$ agrees for a gap $L$.

**Q:** Does that make all transport coefficients equal?

**A:** No, each takes the power of $N$ that its units of length and time demand.

- Mean energy and drift velocity $W$ are velocity averages at a given field phase, so they are unchanged. Since $\mu=W/E$, the product $N\mu=W/(E/N)$ is unchanged.
- For diffusion along $z$, with $\zeta=Nz$,
$$D=\frac12\frac{d\,\mathrm{var}(z)}{dt}=\frac12\,\frac{N\,d}{d\tau}\frac{\mathrm{var}(\zeta)}{N^2}=\frac1N\cdot\frac12\frac{d\,\mathrm{var}(\zeta)}{d\tau},$$
so $ND$ is unchanged.
- A growth rate in time, $\nu=d\ln n/dt=N\,d\ln n/d\tau$, gives an invariant $\nu/N$. Growth per length gives an invariant $\alpha/N$ in the same way.

**Q:** I would like one case in which I can see the three ratios appear.

**A:** Take isotropic elastic scattering from fixed, heavy neutrals with a constant rate coefficient $k$. Each collision erases the mean velocity, so a uniform swarm obeys

$$\frac{d\langle\mathbf v\rangle}{dt}=-\frac em(\mathbf E+\langle\mathbf v\rangle\times\mathbf B)-Nk\langle\mathbf v\rangle .$$

Put $\mathbf E$ along $x$ and $\mathbf B$ along $z$, so that $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$. Write $\langle\mathbf v\rangle=\mathrm{Re}(\mathbf Ve^{i\omega t})$ for the periodic state, and divide by $N$. With $s=k+i\omega/N$ and $b=eB/(mN)$,

$$sV_x=-\frac{eE_0}{mN}-bV_y,\qquad sV_y=bV_x .$$

The second equation gives $V_y=bV_x/s$. Inserting it in the first gives $V_x(s^2+b^2)/s=-eE_0/(mN)$, hence

$$V_x=-\frac{eE_0}{mN}\,\frac{s}{s^2+b^2},\qquad V_y=-\frac{eE_0}{mN}\,\frac{b}{s^2+b^2}.$$

For $\omega/N\to0$ the in-phase drift is proportional to $k/(k^2+b^2)$: a stronger $B/N$ reduces it, and with it the power drawn from the field.

Now numbers. At 0.1 Torr and 300 K, $N=p/(k_BT)=3.22\times10^{21}\ \mathrm{m^{-3}}$. Choose $E_0/N=200$ Td (1 Td $=10^{-21}\ \mathrm{V\,m^2}$), 13.56 MHz, 50 G and $k=2\times10^{-13}\ \mathrm{m^3/s}$. Then $\omega/N=2.65\times10^{-14}\ \mathrm{m^3/s}$, and $B/N=1.55\times10^{-24}\ \mathrm{T\,m^3}$ gives $b=2.7\times10^{-13}\ \mathrm{m^3/s}$. The formulas yield $V_x=-62.0-2.4i$ and $V_y=-83.6+7.8i$ km/s. A Monte Carlo simulation of the collisions gives $-62.2-2.1i$ and $-83.6+9.0i$ km/s. The Hall drift is the larger because $b>k$.

**Q:** A constant rate is a convenient choice. Real cross sections have thresholds, and ionization adds electrons.

**A:** The argument never used the shape of the cross sections. To test it where thresholds matter, take rough argon-like shapes, with energy $\varepsilon$ and cross sections in $\mathrm{m^2}$:

- elastic: $3\times10^{-19}x/(1+x^2)+2\times10^{-21}$, with $x=\varepsilon/12$ eV;
- excitation: $3\times10^{-20}(r-1)/r^2$, with $r=\varepsilon/11.5$ eV;
- ionization: $8\times10^{-20}\ln r/r$, with $r=\varepsilon/15.8$ eV.

The last two vanish for $r<1$. Scattering is isotropic, and the two electrons leaving an ionization share the energy equally. One simulation, with 6000 electrons, uses the base values above. The other has ten times the density, field, frequency and magnetic field: 1 Torr, 135.6 MHz, 500 G. Both work in physical units, with different random numbers and different time steps relative to the field period.

| Quantity | Base | Scaled copy |
|---|---|---|
| Mean energy (eV) | 4.27 | 4.32 |
| $V_x$ (km/s) | $-47.9-4.6i$ | $-48.3-4.1i$ |
| $ND$ along $B$ ($10^{24}\ \mathrm{m^{-1}s^{-1}}$) | 5.17 | 5.18 |
| Excitation $k_x$ ($10^{-16}\ \mathrm{m^3/s}$) | 3.27 | 3.33 |
| Ionization $k_i$ ($10^{-17}\ \mathrm{m^3/s}$) | 5.7 | 5.8 |

The statistical error of each $k_i$ is about $0.2\times10^{-17}\ \mathrm{m^3/s}$, so these two agree within it. The other rows differ by at most 2 % of the base value. The $ND$ entries are $N\,\mathrm{var}(z)/(2t)$ over the twelve measured periods, which lies about 5 % below the long-time value in both swarms.

**Q:** Two simulations could agree and both be wrong.

**A:** Energy conservation gives a separate check. Let $n$ electrons have mean energy $\bar\varepsilon$, and let $P$ be the field power per electron. Then

$$\frac{d(n\bar\varepsilon)}{dt}=nP-nN(k_x\varepsilon_x+k_i\varepsilon_i),\qquad \frac{dn}{dt}=Nk_in .$$

Expand the left side as $n\,d\bar\varepsilon/dt+\bar\varepsilon Nk_in$ and average over a field period, in which $\bar\varepsilon$ returns to its value:

$$\frac PN=k_x\varepsilon_x+k_i(\varepsilon_i+\bar\varepsilon).$$

The last term is the cost of bringing each new electron up to the mean energy. Averaging $k_i$ and $\bar\varepsilon$ separately is justified because $\bar\varepsilon$ varies by only about 2 % in the cycle. The force is $-eE$, so the mean power is $P=-eE_0\,\mathrm{Re}V_x/2$. In electronvolts,

$$\frac PN=\frac{(200\times10^{-21})(47.9\times10^{3})}{2}=4.79\times10^{-15}\ \mathrm{eV\,m^3/s}.$$

The losses are $3.27\times10^{-16}\times11.5+5.71\times10^{-17}\times(15.8+4.27)=4.91\times10^{-15}\ \mathrm{eV\,m^3/s}$, which is 2.5 % above the power. Part of the excess is left over from the start: the electrons begin at a mean energy of 6 eV and, after eight periods of warm-up, still cool slightly during the twelve that are measured. Both swarms in the table share this remnant, because it scales as well. It also means the tabulated values are not fully steady: the mean energy lies about 2 % and $k_i$ about 3 % above their steady values.

**Q:** Perhaps $E/N$ does all the work, and the other two ratios hardly matter.

**A:** Leave one of them unscaled in the dense gas. With $B$ kept at 50 G, $B/N$ is ten times too small. The mean energy rises to 6.35 eV and $k_i$ to $2.2\times10^{-16}\ \mathrm{m^3/s}$, 3.8 times the base value (about 4 times a fully relaxed base value). The direction is that of the factor $k/(k^2+b^2)$: less magnetic hindrance, more power.

With the frequency kept at 13.56 MHz, the energy follows the field more closely. The power contains a part at $2\omega$ of amplitude $eE_0|V_x|/2$. If the losses per unit $N$ change by $\lambda\,\delta\bar\varepsilon$ for a small change of energy, the energy ripple has amplitude

$$|\delta\bar\varepsilon|=\frac{eE_0|V_x|/(2N)}{|2i\omega/N+\lambda|}.$$

For the base case, neglecting $\lambda$, this is $4.8\times10^{-15}/(5.3\times10^{-14})=0.09$ eV, or 2.1 % of the mean energy. The simulation gives 2.0 %. In the dense gas at unscaled frequency it gives 7.5 %. That is less than a tenfold rise, because $\lambda$ is no longer small beside $2\omega/N$. The formula is only a guide here: the losses depend on the whole energy distribution, and the power changes with it too, so one constant $\lambda$ does not give the exact size.

**Q:** Then where does stepwise ionization enter? An electron hitting an excited atom is also a binary collision.

**A:** It is, but the partner is no longer part of a given background. Let $N_m$ be the density of metastable atoms and $y=N_m/N$. The collision term becomes $N\{(1-y)C_g[f]+yC_m[f]\}$, with $g$ for ground-state and $m$ for metastable partners. The invariance survives if $y$ is the same in both gases. But the electrons themselves make $y$:

$$\frac{\partial N_m}{\partial t}=k_mn_eN+D_m\nabla^2N_m-(k_qN+k_2n_e+A)N_m .$$

Here $k_m$ is for production, $k_q$ for quenching by the gas, $k_2$ for all destruction by electrons including stepwise ionization, and $A$ is a radiative decay rate. I assume $y\ll1$, and I leave out collisions between two metastables (pooling) and three-body quenching. Put $N_m=Ny$, use $\tau$ and $\xi$, and divide by $N^2$. With $X=n_e/N$ and $\hat D=ND_m$,

$$\frac{\partial y}{\partial\tau}=k_mX+\hat D\,\frac{\partial^2y}{\partial\xi^2}-\left(k_q+k_2X+\frac AN\right)y .$$

Two new parameters have appeared, $n_e/N$ and $A/N$. Since $n_e$ is an integral over $f$, the problem is also no longer linear in $f$.

**Q:** So the scaling is not destroyed. It asks for $n_e/N$ to be fixed as well.

**A:** Yes, if $A$ is negligible and $NL$ is fixed. The bare statement that stepwise ionization breaks density scaling is too strong. What fails is scaling with $E/N$, $\omega/N$ and $B/N$ alone.

**Q:** Why not simply keep $n_e/N$ fixed, then?

**A:** Space charge asks for something else. Gauss's law is $dE/dx=\rho/\epsilon_0$. With $E=N\hat E$ and $x=\xi/N$ it reads $N^2\,d\hat E/d\xi=\rho/\epsilon_0$. A self-consistent field keeps its scaled shape if charge densities grow as $N^2$. If electron and ion densities follow, $n_e/N$ grows as $N$. The two demands conflict.

**Q:** How large is the effect? I want a formula.

**A:** Take a slab of width $L$ with uniform $n_e$ and walls that destroy metastables. In the steady state, with $\kappa=k_q+k_2X+A/N$,

$$\hat D y''-\kappa y+k_mX=0,\qquad y(\pm NL/2)=0 .$$

A constant plus an even exponential solution satisfies this:

$$y=\frac{k_mX}{\kappa}\left[1-\frac{\cosh(a\xi)}{\cosh q}\right],\qquad a=\sqrt{\kappa/\hat D},\quad q=\frac{aNL}{2}.$$

The average of $\cosh(a\xi)$ over the slab is $2\sinh q/(aNL)=\sinh q/q$. Hence

$$\bar y=\frac{k_mX}{\kappa}\left(1-\frac{\tanh q}{q}\right),\qquad k_{\rm eff}=k_i+k_s\bar y ,$$

where $k_s$ is the stepwise ionization coefficient.

For small $q$, $\tanh q/q\approx1-q^2/3$, and $\bar y\to k_mX(NL)^2/(12\hat D)$. Wall loss dominates and the stepwise part is proportional to $n_e/N$. In the other limit, when $k_2X$ dominates $\kappa$ and $q$ is large, $\bar y\to k_m/k_2$. Electrons then both make and destroy the metastables, and $n_e$ drops out. As far as metastables are concerned, density scaling returns, with a larger ionization coefficient. At such high $n_e/N$, however, collisions between electrons may no longer be negligible.

**Q:** Put in the numbers.

**A:** Let 30 % of excitations end in metastables, so $k_m=9.8\times10^{-17}\ \mathrm{m^3/s}$. A rough stepwise cross section, $2\times10^{-19}\ln r/r\ \mathrm{m^2}$ with $r=\varepsilon/4.2$ eV, gives $k_s=3.9\times10^{-14}\ \mathrm{m^3/s}$ in the base swarm. Other rough inputs are $\hat D=2\times10^{20}\ \mathrm{m^{-1}s^{-1}}$, $k_q=2\times10^{-21}\ \mathrm{m^3/s}$ and a loss to other levels by electron impact of $2\times10^{-13}\ \mathrm{m^3/s}$. Thus $k_2=2.39\times10^{-13}\ \mathrm{m^3/s}$.

For $L=5$ cm, $n_e=10^{14}\ \mathrm{m^{-3}}$ and $A=0$, we have $X=3.11\times10^{-8}$, $\kappa=9.4\times10^{-21}\ \mathrm{m^3/s}$ and $q=0.552$. The bracket is 0.0906 and $k_mX/\kappa=3.24\times10^{-4}$, so $\bar y=2.9\times10^{-5}$. In the dense gas $L=0.5$ cm, and three choices of $n_e$ give:

| Case | $n_e$ ($\mathrm{m^{-3}}$) | $\bar y$ | $k_s\bar y/k_i$ |
|---|---|---|---|
| Base | $10^{14}$ | $2.9\times10^{-5}$ | 0.020 |
| Dense, same $n_e$ | $10^{14}$ | $3.2\times10^{-6}$ | 0.002 |
| Dense, $n_e\propto N$ | $10^{15}$ | $2.9\times10^{-5}$ | 0.020 |
| Dense, $n_e\propto N^2$ | $10^{16}$ | $1.7\times10^{-4}$ | 0.113 |

These fractions come from a finite-difference solution in physical units; the formula agrees with each to better than one part in $10^4$. In the last row $X$ is ten times larger but $\bar y$ only 5.7 times, because electron impact now removes metastables too. With $k_i$ held fixed, the total $k_{\rm eff}$ rises by 9 % from the base to the last row. One value of $k_i$ is used throughout, so its statistical error does not create this difference.

The table belongs to this model, not to argon. In argon two metastables can ionize one another, with a coefficient $k_p$ of roughly $6\times10^{-16}\ \mathrm{m^3/s}$. This adds a loss $2k_py^2$ to the scaled equation and no new parameter, so the scaling conclusions stand, but the numbers change. $\bar y$ falls to about $2.1\times10^{-5}$ in the base row and $9\times10^{-5}$ in the last. The ionization by pooling, $k_p\overline{y^2}/X$ per electron and unit $N$, is about 19 % and 32 % of $k_i$ there, more than the stepwise part.

**Q:** And radiation?

**A:** Give the level a constant $A=1000\ \mathrm{s^{-1}}$ and hold $n_e/N$ fixed. Then $\bar y$ is $6.6\times10^{-6}$ in the base case and $2.2\times10^{-5}$ in the dense one. The clock of radiative decay does not run with the gas density. Reabsorption of the light is left out.

**Q:** You took the rate coefficients from a swarm without metastables. Is that fair?

**A:** Only roughly. The change that metastables cause in $k_i$ is itself first order in $y$, like $k_s\bar y$, though smaller. In the $N^2$ case, electrons gain energy from excited atoms at 0.06 % of the field power. Stepwise ionization, counted with the energy given to the new electrons, costs $6.44\times10^{-18}\times(4.2+4.27)=5.5\times10^{-17}\ \mathrm{eV\,m^3/s}$, about 1 % of $P/N$. Transfer to other levels would cost about as much again if each event took 1.5 eV. Together these collisions lower $k_i$ by about 1 % without the transfer and about 3 % with it, against a stepwise part of 11 %. The 9 % rise of $k_{\rm eff}$ then shrinks by about 1 to 2.5 percentage points.

Electron–electron collisions also bring in $n_e/N$. Their rate at the mean energy is 0.2 to 0.3 % of the energy-loss rate in that case, depending on the estimate used, and they raise $k_i$ by about 0.25 %. At $n_e/N\approx3\times10^{-5}$, where $\bar y$ nears $k_m/k_2$, they raise it by about 8 %. A three-body process has a term $N^2C_3$, which leaves $NC_3$ after the division and so breaks the scaling too.

**Q:** Would a real reactor behave like this?

**A:** In pressure, frequency, magnetic field and gap, the base case lies near magnetically enhanced argon rf reactors, which roughly work at tens to hundreds of mTorr, 13.56 MHz, tens of gauss and gaps of a few centimetres. The density $10^{14}\ \mathrm{m^{-3}}$ is low for them; $10^{15}$ to $10^{16}$ or more is common. The dense copy, with 500 G and a 0.5 cm gap, is a scaling partner and not a usual machine. Since $\bar y<k_m/k_2=4.1\times10^{-4}$, a higher $n_e$ can raise the stepwise part from 2 % to at most 28 % of $k_i$ with these coefficients, which belong to 200 Td. Ionization by pooling is not counted in this bound; with it, metastables add up to roughly 40 % of $k_i$.

At that field the swarm is not a steady discharge. Ions leave the plasma at about the Bohm speed, $\sqrt{k_BT_e/M}\approx2.6$ km/s for ion mass $M$ and $k_BT_e=2\bar\varepsilon/3$. Two walls 5 cm apart therefore remove at most about $1.0\times10^5$ of the charge per second, as a fraction, while ionization adds $Nk_i=1.8\times10^5\ \mathrm{s^{-1}}$. A steady reactor of this kind runs at a lower $E/N$. Direct ionization, with its high threshold, is then much weaker, and the stepwise part can exceed 28 % of it.

Real reactors also break the assumption of a uniform field. Electrons carry their energy about 2 cm along $B$ in the base case, and a shorter way across it, where the magnetic field hinders diffusion. If the electric field changes over such distances, $k_i$ need not follow its local value; I have not computed that shift. In the swarm computed here, raising the pressure without changing the magnet matters more than metastables do: at fixed $E/N$ and $\omega/N$ it changed $k_i$ by the factor 3.8 found above. In a steady reactor ionization can only replace the losses, so the change would appear in $E/N$ instead.

The factor also supposes that the Hall drift can flow freely. Where walls block it fully, charge collects until its field cancels the magnetic force on the mean drift. In the constant-rate model, $V_y=0$ then leaves $V_x=-eE_0/(mNs)$, without $b$. The magnetic hindrance is gone, and the factor 3.8 no longer applies. The remaining values are in the numerical output.

## Computed values

```
Gas density, base / dense: 3.219e+21 / 3.219e+22 m^-3
Pressure, base / dense: 0.1 / 1.0 Torr at 300 K
Peak E/N: 200 Td; peak E, base / dense: 6.44 / 64.4 V/cm
Frequency, base / dense: 13.56 / 135.6 MHz
B, base / dense: 50 / 500 G
omega/N: 2.647e-14 m^3/s; B/N: 1.553e-24 T m^3
Swarm results: base | scaled copy
  mean energy: 4.27 | 4.32 eV
  drift along E, complex amplitude: -47.9-4.6i | -48.3-4.1i km/s
  Hall drift, complex amplitude: -88.7+5.5i | -86.9+4.3i km/s
  N*D along B: 5.17e+24 | 5.18e+24 1/(m s)
  excitation coefficient: 3.27e-16 | 3.33e-16 m^3/s
  ionization coefficient: 5.71e-17 | 5.77e-17 m^3/s
  its statistical error: 1.9e-18 | 2.0e-18 m^3/s
  energy ripple at 2 omega / mean: 2.04 | 2.06 %
Dense, B unscaled: ionization coefficient 2.18e-16 m^3/s, energy 6.35 eV
Dense, frequency unscaled: energy ripple 7.5 %
Field power/N: 4.787e-15; losses/N: 4.907e-15 eV m^3/s
Constant-rate model, k = 2.0e-13 m^3/s: simulation | formula
  drift along E: -62.2-2.1i | -62.0-2.4i km/s
  Hall drift: -83.6+9.0i | -83.6+7.8i km/s
Metastable inputs: N*D_m 2.0e+20 1/(m s), gas quenching 2.0e-21 m^3/s, mixing 2.0e-13 m^3/s
Metastable production coefficient: 9.81e-17 m^3/s
Stepwise ionization coefficient: 3.86e-14 m^3/s
Gap, base / dense: 5.0 / 0.50 cm; N*gap: 1.609e+20 m^-2
Case: n_e (m^-3), metastable fraction, stepwise part and total of k_eff (m^3/s), stepwise/direct
  base: 1e+14, 2.93e-05, 1.13e-18, 5.82e-17, 0.020
  dense, n_e same: 1e+14, 3.18e-06, 1.23e-19, 5.72e-17, 0.002
  dense, n_e ~ N: 1e+15, 2.93e-05, 1.13e-18, 5.82e-17, 0.020
  dense, n_e ~ N^2: 1e+16, 1.67e-04, 6.44e-18, 6.35e-17, 0.113
Radiative decay 1000 1/s, n_e/N fixed: fraction 6.57e-06 (base), 2.16e-05 (dense)
Saturated metastable fraction k_m/k_2: 4.11e-04
Neglected effects:
  gas thermal energy / electron energy: 0.91 %
  elastic recoil loss / field power: 0.48 %
  superelastic heating / field power, n_e ~ N^2: 0.055 %
  Coulomb rate / energy-loss rate, n_e ~ N^2: 0.164 %
  energy relaxation length along B, base: 2.11 cm
```
